Growth of the gel layer on a dissolving resist film

**1. The decision**

A calculation of resist development that includes the gel layer can follow its thickness in time or give it one fixed value. The fixed value is simpler, and the natural candidate is the thickness at which solvent penetration and surface dissolution balance. Whether it may be used depends on how long the layer takes to approach that balance, and on whether any glassy resist is then left. Both answers follow from a rate equation with two constants, together with the thickness of the film.

**2. Variables and the balance**

The film lies on a flat substrate and everything varies with depth alone. Solvent enters from above and turns glassy polymer into a soft gel. The gel loses polymer to the liquid at its outer surface.

Swelling makes ordinary lengths awkward, because a slice of polymer thickens when it takes up solvent. All depths are therefore counted as dry polymer: a layer has thickness L if it would have thickness L with its solvent removed. Let X be the depth of polymer that the solvent front has reached and S the depth already dissolved. Then

L = X − S.

The model assumes

dX/dt = k/L, dS/dt = r,

with constant k (nm²/s) and r (nm/s). Subtracting gives

dL/dt = k/L − r. (1)

This holds while glass remains. Dissolution starts at t = 0 unless stated otherwise.

**3. Where k/L comes from**

Let q be the volume of solvent per volume of dry polymer. It equals q_s at the outer surface and q_f just behind the front, and it is zero in the glass. Let z be the dry depth from the original surface and D the solvent diffusivity in this coordinate, taken as constant. This D equals the ordinary mutual diffusion coefficient times the square of the polymer volume fraction, so a tabulated coefficient must be converted before use. Then

∂q/∂t = D ∂²q/∂z².

When the front advances by dX, that slice must be filled from q = 0 to q = q_f. The solvent needed, q_f dX, arrives by diffusion through the gel:

q_f dX/dt = −D ∂q/∂z at z = X. (2)

If the profile is nearly a straight line, its slope is −(q_s − q_f)/L, so

dX/dt = D(q_s − q_f)/(q_f L) = k/L, k = D St, St = (q_s − q_f)/q_f.

When is the line justified? Diffusion smooths the profile in a time of order L²/D. The front needs about L/(k/L) = L²/k to move by one layer thickness. The ratio of the first time to the second is k/D = St, so the straight profile belongs to small St. Section 8 treats larger values.

**4. The plateau and the time law**

The right side of (1) vanishes at

L* = k/r.

A thinner layer grows, because k/L > r, and a thicker one shrinks. For a small deviation δ = L − L*, expanding k/L to first order gives

dδ/dt = −(k/L*²)δ = −(r²/k)δ.

The deviation therefore decays with the time constant

T = k/r².

Halving r at fixed k doubles the plateau and makes the time constant four times longer.

To solve (1) completely, separate the variables:

dt = L dL/(k − rL).

Split the fraction by writing rL = k − (k − rL) and dividing by r:

L/(k − rL) = −1/r + (k/r)/(k − rL).

Since d ln|k − rL|/dL = −r/(k − rL), the last term integrates to −(k/r²) ln|k − rL|. From L0 at t = 0 to L at t,

t = −(L − L0)/r − T ln[(L* − L)/(L* − L0)]. (3)

The absolute values have gone because numerator and denominator have the same sign. The rate in (1) is a smooth function of L for L > 0, so two solutions cannot meet, and L = L* is itself a solution. A layer that starts below L* stays below it, and one that starts above stays above. As L → L* the logarithm in (3) diverges, so the plateau is approached but not reached in finite time. If L0 = L*, formula (3) does not apply and L simply stays constant.

For L0 = 0 the initial rate in (1) is infinite, but the solution is regular. The quantity y = L²/2 obeys dy/dt = L dL/dt = k − rL, which starts at the finite value k.

**5. Thickness as a function of time**

Define

τ = t/T, u = 1 − L/L*, u0 = 1 − L0/L*.

Divide (3) by T. Since L*/r = T, the first term becomes −(L − L0)/L* = u − u0, and

τ = u − u0 − ln(u/u0).

Move the logarithm to the left and exponentiate:

u/u0 = e^(u − u0 − τ), or u e^(−u) = u0 e^(−u0) e^(−τ). (4)

Put w = −u. Then w e^w = −u0 e^(−u0−τ), which is the defining equation of the Lambert function, w = W(−u0 e^(−u0−τ)). Because L ≥ 0, w = L/L* − 1 ≥ −1. That is the range of the principal branch W0, so

L = L* [1 + W0(−u0 e^(−u0−τ))]. (5)

The same branch serves for starts below and above the plateau.

**6. Early and late behaviour**

*Early times, L0 = 0.* Let ℓ = L/L* and s = √(2τ). With u0 = 1, the time law is τ = −ℓ − ln(1 − ℓ). Expanding the logarithm and doubling,

s² = ℓ² + (2/3)ℓ³ + (1/2)ℓ⁴ + …

Insert ℓ = s + as² + bs³ + …. The coefficient of s³ must vanish:

2a + 2/3 = 0, so a = −1/3.

The coefficient of s⁴ must vanish as well:

a² + 2b + 2a + 1/2 = 0, so 2b = 2/3 − 1/2 − 1/9 = 1/18 and b = 1/36.

Hence

L/L* = s − s²/3 + s³/36 + …

In the original variables L*s = √(2kt) and L*s²/3 = 2rt/3, so

L ≈ √(2kt) − (2/3)rt.

The first term is growth without dissolution. The surface has removed rt, yet the layer is thinner by two thirds of that amount: a thinner gel lets solvent through faster, and the front makes up the remaining third.

*Late times.* When u is small, e^(−u) → 1 in (4), so

1 − L/L* → u0 e^(−u0) e^(−t/T).

For L0 = 0 this is e^(−1−t/T). The late curve is that of a simple exponential approach which began one time constant earlier. The fast initial growth has provided this head start.

**7. Thickness against depth, and a finite film**

Dividing dL/dt by dX/dt removes time:

dL/dX = (k/L − r)/(k/L) = 1 − L/L*.

This is linear. For L = 0 at X = 0,

L = L*(1 − e^(−X/L*)), t = (X − L)/r. (6)

The second relation is L = X − rt rearranged. The approach to the plateau is thus a plain exponential in penetrated depth, although it is not one in time. To reach a fraction f of the plateau, the front must pass through the depth −L* ln(1 − f).

In a film of dry thickness H the glass runs out when X = H:

L_g = L*(1 − e^(−H/L*)), t_g = (H − L_g)/r.

From then on there is no front, and (1) is replaced by dL/dt = −r. If the last gel still dissolves at r, it lasts a further L_g/r, and the film clears at

t_g + L_g/r = H/r.

The constant k has dropped out. It affects how much of the film is gel at a given moment, while the clearing time is set by the surface, which loses dry polymer at the rate r throughout. In real lengths the surface can at first rise, because the gel swells.

**8. When the solvent profile is curved**

For St of order one the straight profile fails. Two limits can still be solved.

*Steady layer.* Let y = z − rt be the depth below the moving surface. A profile that travels unchanged satisfies −r q′ = D q″, with solution q = A + B e^(−ry/D). At the front, dX/dt = r, and (2) gives

r q_f = −D q′(L) = r B e^(−rL/D), so B e^(−rL/D) = q_f.

But q(L) = A + B e^(−rL/D) must also equal q_f, hence A = 0. The surface value then gives B = q_s, and

L* = (D/r) ln(q_s/q_f).

The plateau is still inversely proportional to r, now with k = D ln(1 + St). The solvent held in the layer is the integral of q_s e^(−ry/D) from 0 to L*, which is (D/r)(q_s − q_f).

*Early growth.* Dissolution is then negligible, and the diffusion equation has the solution

q = q_s − (q_s − q_f) erf[z/(2√(Dt))]/erf λ, X = 2λ√(Dt).

At the front the slope of the error function with respect to z is e^(−λ²)/√(πDt), and dX/dt = λ√(D/t). Condition (2) becomes

q_f λ√(D/t) = D(q_s − q_f) e^(−λ²)/(erf λ √(πDt)),

or

√π λ e^(λ²) erf λ = St.

Since L² = 4λ²Dt has the form 2kt, the early constant is k = 2λ²D.

The k/L form thus survives in both limits, with different constants. For small St they are D(St − St²/2) for the plateau and D(St − St²/3) for early growth, and both reduce to D St at leading order.

This was tested by solving the diffusion equation with both moving boundaries numerically and comparing the thickness with (5), using k = D St, between 0.2T and 8T. The largest difference, relative to (5), was 4.7 % for St = 0.10 and 2.4 % for St = 0.05. It shrinks in step with St, as it should.

**9. Worked example**

Take an illustrative resist film, with round parameters chosen so that diffusion through the gel limits the front: H = 400 nm, r = 5 nm/s, k = 500 nm²/s. Then

L* = 500/5 = 100 nm, T = 500/5² = 20 s.

From (5) with L0 = 0, the thickness is 28.4 nm at 1 s, 55.1 nm at 5 s, 84.1 nm at 20 s and 98.1 nm at 60 s. A plain exponential with the same T would give 22.1 nm at 5 s, less than half the correct value. The late formula gives 98.2 nm at 60 s, where it is accurate.

For 90 % of the plateau the front must reach 230.3 nm, and the time is

t = (230.3 − 90)/5 ≈ 28 s.

For 95 % the depth is 299.6 nm and the time 41 s. For 99 % the depth would be 460.5 nm, more than the film contains, so this film never gets there. Its glass runs out with

L_g = 98.2 nm, t_g = (400 − 98.2)/5 ≈ 60.4 s,

and the remaining gel takes 98.2/5 ≈ 19.6 s more. The film clears at 80 s = H/r.

For these parameters, and as far as the simple law holds, this settles the decision of section 1. The layer is below 90 % of its plateau for 28 s of the 60 s during which glass exists, so a fixed thickness of 100 nm would be more than 10 nm too large for almost half that time. The clearing time needs no gel calculation. Within the model, and for L0 = 0, a film must be at least about three plateau thicknesses deep for its gel to come within 5 % of k/r.

**10. What the model leaves out, for these numbers**

*Curved profile.* Assume solvent volume fractions of 0.50 at the surface and 0.30 at the front. Then q_s = 0.50/0.50 = 1.00, q_f = 0.30/0.70 = 0.429 and St = 1.33, which is not small. The straight-profile formula for k is then poor, so k = 500 nm²/s is read as the plateau value. This fixes D = 500/ln(1.00/0.429) ≈ 590 nm²/s, for which D St would have been 787 nm²/s. The early constant, with λ = 0.6925, is 566 nm²/s.

The full diffusion calculation gives 57.8 nm at 5 s, 86.5 nm at 20 s and 98.8 nm at 60 s. Sampled each second from 1 s to 60 s, its largest difference from (5) is +5.7 %, relative to (5), at 1 s. The sign fits the larger early constant. With k set by the plateau, the simple law therefore remains a fair guide to the thickness here, although its first derivation does not apply. It is less accurate for the time of approach. With the full profile the layer reaches 90 % of its plateau after about 25 s instead of 28 s, and the late deviation decays with a time constant of about 17 s instead of 20 s. The layer is then below 90 % for about 41 % of the time during which glass exists, so the conclusion of section 9 stands.

*Swelling.* The steady gel holds the equivalent of 67.4 nm of solvent. If volumes add, its physical thickness is 167 nm. A measured gel thickness must be converted to dry polymer before it is compared with k/r.

*A ceiling on the front speed.* Equation (1) lets the front move infinitely fast at L = 0, but glass needs time to soften. Let v_c be the greatest front speed. A simple estimate adds the times needed per unit depth:

1/(dX/dt) = L/k + 1/v_c, so dX/dt = k/(L + b), b = k/v_c.

The sum M = L + b obeys dM/dt = k/M − r, the original equation, with M(0) = b. Formulas (3) to (5) therefore hold for M, with b as its starting value, and the plateau of L is L* − b. This requires v_c > r; otherwise the surface keeps up with the front and no gel layer builds up. For an assumed v_c = 50 nm/s, with k and r unchanged, b = 10 nm. The plateau falls to 90 nm and the thickness at 5 s from 55.1 to 45.6 nm. These values are estimates, because a slowed front also lets solvent accumulate behind it. Suppose, for example, that the front speed rises linearly with the solvent ratio at the front, from zero at q_f to v_c at q_s. A steady front at speed r then has the ratio q_f + (r/v_c)(q_s − q_f) = 0.486 in place of q_f, and the steady-layer formula of section 8 gives a plateau of 85 nm.

*Induction.* The surface may need a time t_i before it starts to dissolve. Meanwhile dL/dt = k/L. If k is the same before and after dissolution starts, L² = 2kt and dissolution starts from L0 = √(2kt_i). This exceeds k/r if

t_i > k/(2r²) = T/2 = 10 s.

For t_i = 5 s the layer starts at 70.7 nm and is 91.2 nm thick 20 s later. For t_i = 15 s it starts at 122.5 nm and has fallen to 109.4 nm after the same interval, approaching the plateau from above. With the solvent fractions assumed above, growth without dissolution follows the early constant of 566 nm²/s instead. This raises the two starting values to 75.2 and 130.3 nm and lowers the induction time at which the starting thickness exceeds k/r from 10 to 8.8 s. With the curved profile a layer that starts just below the plateau can also pass it slightly: for t_i = 8.8 s it starts at 99.8 nm and peaks at 100.7 nm. The full diffusion calculation then gives about 94 and 113 nm after a further 20 s. Clearing moves to t_i + H/r, that is 85 s and 95 s.

*Temperature.* Suppose r and k are thermally activated, with rough energies of 1.0 eV and 0.6 eV. A developer at 296 K instead of 295 K then dissolves the surface 14 % faster. Since r rises more than k, the plateau drops to 94.8 nm. The clearing time falls from 80 to 70 s.

**11. Beside a real resist**

The dissolution rate of a resist such as PMMA depends strongly on chain length, exposure, solvent and temperature, so 5 nm/s is an example and not a property of the material. The gel constant k and the solvent fractions are assumed values, so the plateau of 100 nm is only an example too.

The diffusivity of 590 nm²/s implied by these values is probably far too low for a gel with 30 to 50 % solvent. A rough free-volume estimate for a small solvent such as toluene in PMMA at these contents gives about 10⁷ nm²/s, some four orders of magnitude more, and k/r would then be of the order of millimetres for r = 5 nm/s. If diffusion is faster, the front moves at nearly the constant speed v_c for as long as L is well below b = k/v_c, because softening of the glass then limits it. Take D = 10⁴ nm²/s with the solvent fractions of section 10, so that k = D ln(q_s/q_f) ≈ 8470 nm²/s, and v_c = 50 nm/s. Then b ≈ 169 nm, which is less than the film thickness, and both limits matter: by the estimate of section 10 the front slows from 50 to about 17 nm/s. The glass runs out after roughly 16 s, with the gel about 320 nm thick and still thickening. With D = 10⁶ nm²/s the front would stay close to v_c throughout, and the glass would be gone after about 8 s. A fixed thickness taken from the balance is of no use in either case. Whether the front is limited by diffusion must therefore be established for the resist and developer in question before k/r is used. The clearing time responds directly to the value of r and to the moment at which dissolution starts. In this example a developer 1 K too warm shortens it by 10 s, one 1 K too cold lengthens it by 11 s, and a 5 s induction adds 5 s. Variation of exposure with depth also changes r, and D depends on solvent content, falling by orders of magnitude at low solvent fractions near the glass; neither effect is included here. The one-dimensional picture needs pattern features much wider than the gel is thick, since solvent also moves sideways near their edges.

Numbers as computed

```
Film thickness H: 400 nm
Surface dissolution speed r: 5.0 nm/s
Penetration constant k: 500 nm^2/s
Plateau thickness k/r: 100.0 nm
Time constant k/r^2: 20.0 s
L at 1 s: 28.38 nm
L at 5 s: 55.12 nm
L at 10 s: 69.83 nm
L at 20 s: 84.14 nm
L at 40 s: 94.75 nm
L at 60 s: 98.13 nm
Plain exponential guess at 5 s: 22.12 nm
Late-time formula at 60 s: 98.17 nm
50% of plateau: time 3.86 s, glass depth needed 69.3 nm
90% of plateau: time 28.05 s, glass depth needed 230.3 nm
95% of plateau: time 40.91 s, glass depth needed 299.6 nm
99% of plateau: time 72.30 s, glass depth needed 460.5 nm
Gel thickness when glass runs out: 98.17 nm
Time when glass runs out: 60.37 s
Clearing time from film simulation: 80.00 s
Law error, St = 0.10 and 0.05: 4.69, 2.42 %
Solvent volume fraction, surface and front: 0.50, 0.30
Solvent ratio q_s and q_f: 1.000, 0.429
St for the example: 1.333
Diffusivity D set by the plateau: 590.1 nm^2/s
Linear-profile k for this D: 786.8 nm^2/s
Early similarity number lambda: 0.6925
Early effective k: 565.9 nm^2/s
L from full diffusion at 5 s: 57.76 nm
L from full diffusion at 20 s: 86.54 nm
L from full diffusion at 60 s: 98.79 nm
Largest law error, 1 to 60 s: full diffusion differs by +5.74 % at 1 s
Solvent held in steady gel: 67.4 nm
Swollen steady gel thickness: 167.4 nm
Front-speed ceiling v_c: 50 nm/s
Length b = k/v_c: 10.0 nm
Plateau with ceiling: 90.0 nm
L with ceiling at 5 s: 45.55 nm
Induction time above which L overshoots: 10.0 s
Induction 5 s: L at its end 70.7 nm, 20 s later 91.2 nm, clearing 85.0 s
Induction 15 s: L at its end 122.5 nm, 20 s later 109.4 nm, clearing 95.0 s
Developer temperature: 295 K
Activation energies of r and k: 1.0, 0.6 eV
1 K warmer: r changes by +14.2 %
1 K warmer: plateau 94.8 nm
1 K warmer: clearing time 70.0 s
```
